# Nonionizing Energy Loss from the Recoil Spectrum and Damage Partition: test program

```python
# Result under test: nonionizing energy loss per path length
#   S_NI = n * integral from Td to Tmax of T * Q(T) * dsigma/dT dT
# n: atoms per volume; T: recoil energy; dsigma/dT: recoil cross-section;
# Q(T): mean fraction of T left in atomic motion after the recoil cascade;
# Td: displacement threshold; Tmax: largest recoil energy.
# eta(T) = T*(1-Q) is the energy that the cascade gives to electrons.
# Internal units: eV and nm. Example: protons in zirconium.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9       # e^2, eV nm
bohr = sc.physical_constants["Bohr radius"][0] * 1e9    # nm
rydberg = sc.physical_constants["Rydberg constant times hc in eV"][0]

# Inputs; density, threshold, temperature and fluence are rough values.
Z1, Z2 = 1, 40
M1 = sc.m_p / sc.atomic_mass
M2 = 91.224
E0 = 2.0e6
density = 6.5              # g/cm^3
Td = 40.0
Ec = 10.0                  # no electronic drag on atoms below this energy
layer = 1000.0             # nm
fluence = 1.0e18           # cm^-2
temperature = 600.0        # K
mean_excitation = 400.0    # eV, rough, used only to size slowing
atom_mass_g = M2 * sc.atomic_mass * 1e3
n_atom = density / atom_mass_g * 1e-21                  # nm^-3

gamma = 4 * M1 * M2 / (M1 + M2)**2
Tmax = gamma * E0
K0 = np.pi * M1 / M2 * (Z1 * Z2 * coulomb)**2 / E0      # eV nm^2
head_on = Z1 * Z2 * coulomb * (M1 + M2) / (M2 * E0)     # nm


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


# Recoil energy from the classical orbit, bare or screened nucleus.
screen_length = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)


def screening(r, screened):
    if not screened:
        return np.ones_like(r)
    x = r / screen_length
    return (0.18175 * np.exp(-3.1998 * x) + 0.50986 * np.exp(-0.94229 * x)
            + 0.28022 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.20162 * x))


def recoil_energy(b, screened=False, count=80):
    b = np.atleast_1d(np.asarray(b, dtype=float))
    closest = head_on / 2 + np.sqrt(head_on**2 / 4 + b**2)
    if screened:
        for _ in range(60):
            half = head_on * screening(closest, True) / 2
            closest = half + np.sqrt(half**2 + b**2)
    angle, weight = gauss(0, np.pi / 2, count)
    u = np.cos(angle)[None, :]
    r0 = closest[:, None]
    radial = (1 - head_on * u / r0 * screening(r0 / u, screened)
              - (b[:, None] * u / r0)**2)
    integral = (np.sin(angle)[None, :] / np.sqrt(radial)) @ weight
    theta = np.pi - 2 * b / closest * integral
    return Tmax * np.sin(theta / 2)**2


b_test = head_on * np.array([0.1, 0.5, 2.0, 10.0, 20.0])
T_test = recoil_energy(b_test)
area_formula = K0 * (1 / T_test - 1 / Tmax)
rutherford_error = np.max(np.abs(area_formula / (np.pi * b_test**2) - 1))
assert rutherford_error < 1e-6

# Scaled nuclear cross-section for a zirconium recoil hitting zirconium.
a_self = 0.8853 * bohr / (np.sqrt(2) * Z2**(1 / 3))
reduced = a_self / (2 * Z2**2 * coulomb)                # epsilon / T
area = np.pi * a_self**2


def scaled_f(x):
    lam, q = 1.309, 2 / 3
    return lam * x**(1 / 3) * (1 + (2 * lam * x**(4 / 3))**q)**(-1 / q)


def electronic_stopping(T):
    speed = np.sqrt(T * sc.m_e / (rydberg * M2 * sc.atomic_mass))
    return (8 * np.pi * coulomb * bohr * Z2**(7 / 6) / 2**1.5) * speed


# Tables of integral f dx (soft loss) and integral f/x^2 dx (collision rate).
ln_x = np.linspace(np.log(1e-7), np.log(10), 5000)
x_tab = np.exp(ln_x)
f_tab = scaled_f(x_tab)
soft_tab = (0.75 * 1.309 * x_tab[0]**(4 / 3)
            + cumulative_trapezoid(f_tab * x_tab, ln_x, initial=0))
partial = cumulative_trapezoid(f_tab / x_tab, ln_x, initial=0)
rate_tab = partial[-1] - partial + 1 / (4 * x_tab[-1]**2)


def soft_integral(x):
    return np.exp(np.interp(np.log(x), ln_x, np.log(soft_tab)))


def rate_integral(x):
    return np.exp(np.interp(np.log(x), ln_x, np.log(rate_tab)))


direct_rate = quad(lambda y: scaled_f(np.exp(y)) * np.exp(-y),
                   np.log(1e-3), np.log(0.1))[0]
table_rate = rate_integral(1e-3) - rate_integral(0.1)
assert abs(table_rate / direct_rate - 1) < 1e-4


def soft_stopping(T, cutoff):
    return (area / (reduced**2 * T)
            * soft_integral(reduced * np.sqrt(T * cutoff)))


def solve_partition(cutoff=Ec, drag=1.0, count=400):
    """Solve the cascade balance for eta by midpoint collocation."""
    grid = np.geomspace(cutoff, Tmax * 1.00001, count)
    mid = (grid[1:] + grid[:-1]) / 2
    step = np.diff(grid)
    node, weight = gauss(0, 1, 128)
    span = np.log(mid / cutoff)[:, None]
    transfer = cutoff * np.exp(span * node)
    x = reduced * np.sqrt(mid[:, None] * transfer)
    collision = area * scaled_f(x) / (2 * x) * span * weight
    rows = np.arange(count - 1)
    matrix = np.zeros((count - 1, count))

    def add_eta(energy, coefficient):
        cell = np.clip(np.searchsorted(grid, energy) - 1, 0, count - 2)
        part = (energy - grid[cell]) / step[cell]
        coef = np.where(energy > cutoff, coefficient, 0.0)
        row = np.broadcast_to(rows[:, None], energy.shape)
        np.add.at(matrix, (row, cell), coef * (1 - part))
        np.add.at(matrix, (row, cell + 1), coef * part)

    add_eta(mid[:, None] - transfer, -collision)
    add_eta(transfer, -collision)
    add_eta(mid[:, None], collision.sum(axis=1)[:, None])
    electronic = drag * electronic_stopping(mid)
    total = electronic + soft_stopping(mid, cutoff)
    matrix[rows, rows] -= total / step
    matrix[rows, rows + 1] += total / step
    eta = np.concatenate(([0.0], np.linalg.solve(matrix[:, 1:], electronic)))
    return lambda T: 1 - np.interp(T, grid, eta) / T


def damage_per_atom(Q, energy=E0, threshold=Td):
    y, w = gauss(np.log(threshold), np.log(gamma * energy), 200)
    return K0 * E0 / energy * np.sum(w * Q(np.exp(y)))


Q = solve_partition()
damage = damage_per_atom(Q)
transferred = K0 * np.log(Tmax / Td)
to_electrons = transferred - damage
coarse = damage_per_atom(solve_partition(count=250))
assert abs(coarse / damage - 1) < 2e-3


# Same quantity as an integral over impact parameter.
def impact_integral(lo, hi, screened, partition):
    s, w = gauss(np.arcsinh(2 * lo / head_on),
                 np.arcsinh(2 * hi / head_on), 200)
    b = head_on / 2 * np.sinh(s)
    T = recoil_energy(b, screened, 300)
    jacobian = 2 * np.pi * b * head_on / 2 * np.cosh(s)
    return np.sum(w * jacobian * T * partition(T))


def threshold_radius(screened):
    return brentq(lambda b: recoil_energy(b, screened, 300)[0] - Td,
                  head_on, 0.05, xtol=1e-14)


b_bare = threshold_radius(False)
b_screened = threshold_radius(True)
damage_impact = impact_integral(0, b_bare, False, Q)
assert abs(damage_impact / damage - 1) < 1e-3

# Monte Carlo: impact parameters, then every recoil of every cascade.
# Stratified sampling in b^2 keeps the rare hard collisions represented.
T_grid = np.geomspace(Ec, Tmax * 1.00001, 5000)
drag_grid = electronic_stopping(T_grid)
loss_grid = drag_grid + soft_stopping(T_grid, Ec)
rate_grid = area * (rate_integral(reduced * np.sqrt(T_grid * Ec))
                    - rate_integral(reduced * T_grid))
rate_grid = np.maximum(rate_grid, 0)
hazard = cumulative_trapezoid(rate_grid / loss_grid, T_grid, initial=0)
drag_loss = cumulative_trapezoid(drag_grid / loss_grid, T_grid, initial=0)
primaries = 40000
b_squared = b_bare**2 * (np.arange(primaries)
                         + rng.random(primaries)) / primaries
active = recoil_energy(np.sqrt(b_squared))
recoil_sum = active.sum()
electron_sum = 0.0
while active.size:
    level = (np.interp(active, T_grid, hazard)
             + np.log(1 - rng.random(active.size)))
    hit = level > 0
    end = np.where(hit, np.interp(level, hazard, T_grid), Ec)
    electron_sum += np.sum(np.interp(active, T_grid, drag_loss)
                           - np.interp(end, T_grid, drag_loss))
    mover = end[hit]
    if mover.size == 0:
        break
    low = rate_integral(reduced * mover)
    high = rate_integral(reduced * np.sqrt(mover * Ec))
    draw = low + (high - low) * rng.random(mover.size)
    x = np.exp(np.interp(-np.log(draw), -np.log(rate_tab), ln_x))
    struck = np.clip(x**2 / (reduced**2 * mover), Ec, mover)
    both = np.concatenate((struck, mover - struck))
    active = both[both > Ec]
disk = np.pi * b_bare**2 / primaries
damage_mc = disk * (recoil_sum - electron_sum)
electrons_mc = disk * electron_sum
assert abs(damage_mc / damage - 1) < 0.01
assert abs(electrons_mc / to_electrons - 1) < 0.03

# Replacing Q inside the integral by Q at the mean recoil energy.
mean_recoil = np.log(Tmax / Td) / (1 / Td - 1 / Tmax)
outside = transferred * Q(mean_recoil)
assert outside > damage * 1.01

# Sizes of neglected effects and of uncertain model choices.
damage_screened = impact_integral(0, b_screened, True, Q)
cell_radius = (3 / (4 * np.pi * n_atom))**(1 / 3)
below = impact_integral(b_screened, cell_radius, True, np.ones_like)
cut_low = damage_per_atom(solve_partition(cutoff=2.0))
cut_high = damage_per_atom(solve_partition(cutoff=30.0))
assert cut_low < damage < cut_high
drag_more = damage_per_atom(solve_partition(drag=1.2))
drag_less = damage_per_atom(solve_partition(drag=0.8))
assert drag_more < damage < drag_less
k_drag = reduced * electronic_stopping(1.0) / (area * np.sqrt(reduced))


def robinson_fit(T):
    eps = reduced * T
    g = 3.4008 * eps**(1 / 6) + 0.40244 * eps**0.75 + eps
    return 1 / (1 + k_drag * g)


fit_damage = damage_per_atom(robinson_fit)
mv2 = 2 * E0 * sc.m_e / sc.m_p
bethe = (4 * np.pi * coulomb**2 * Z2 * n_atom / mv2
         * np.log(2 * mv2 / mean_excitation))
slowed = damage_per_atom(Q, energy=E0 - bethe * layer / 2)
rest = sc.m_p * sc.c**2 / sc.e
beta2 = 1 - (1 + E0 / rest)**-2
relativistic = 2 * E0 / (rest * beta2) - 1
contact_fm = 1.2 * (M2**(1 / 3) + 1)
channel = np.degrees(np.sqrt(2 * Z1 * Z2 * coulomb / (E0 * 0.32)))
thermal = 1.5 * sc.k * temperature / sc.e


def change(value):
    return 100 * (value / damage - 1)


mass_factor = 1e-14 / atom_mass_g / 1000                # to keV cm^2/g
print(f"Proton energy: {E0/1e6:.1f} MeV")
print(f"Zr atomic mass: {M2:.3f} u; density: {density:.1f} g/cm^3")
print(f"Atomic density: {n_atom:.2f} nm^-3")
print(f"Displacement threshold: {Td:.0f} eV; cascade cutoff: {Ec:.0f} eV")
print(f"Largest recoil energy: {Tmax/1000:.2f} keV")
print(f"Coulomb coefficient K: {K0:.4e} eV nm^2")
print(f"Head-on distance: {head_on*1e6:.1f} fm")
print(f"Impact parameter at threshold: {b_bare*1000:.3f} pm")
print(f"Mean recoil energy above threshold: {mean_recoil:.1f} eV")
print(f"Reduced drag coefficient k: {k_drag:.4f}")
for T in (100.0, 1000.0, 10000.0, Tmax):
    print(f"Q at {T:.0f} eV: {Q(T):.4f}; Robinson fit: {robinson_fit(T):.4f}")
print(f"Log energy range ln(Tmax/Td): {np.log(Tmax/Td):.4f}")
print(f"Energy-weighted mean Q: {damage/transferred:.4f}")
print(f"Recoil energy transfer: {n_atom*transferred:.5f} eV/nm")
print(f"Ionization by recoils: {n_atom*to_electrons:.5f} eV/nm")
print(f"NIEL per atom: {damage:.4e} eV nm^2")
print(f"NIEL: {n_atom*damage:.5f} eV/nm")
print(f"NIEL, mass form: {damage*mass_factor:.2f} keV cm^2/g")
print(f"Fluence: {fluence:.1e} cm^-2")
print(f"Damage energy: {damage*fluence*1e-14:.3f} eV/atom")
print(f"Largest Coulomb-law error: {rutherford_error:.1e}")
print(f"Impact-integral difference: {change(damage_impact):.4f} %")
print(f"Monte Carlo primary recoils: {primaries}")
print(f"Monte Carlo NIEL: {n_atom*damage_mc:.5f} eV/nm")
print(f"Monte Carlo recoil ionization: {n_atom*electrons_mc:.5f} eV/nm")
print(f"Change if Q is taken at mean recoil: {change(outside):+.2f} %")
print(f"Change from screening: {change(damage_screened):+.2f} %")
print(f"Subthreshold transfer / NIEL: {100*below/damage:.1f} %")
for threshold in (30.0, 50.0):
    value = change(damage_per_atom(Q, threshold=threshold))
    print(f"Change for threshold {threshold:.0f} eV: {value:+.2f} %")
print(f"Change for cascade cutoff 2 eV: {change(cut_low):+.2f} %")
print(f"Change for cascade cutoff 30 eV: {change(cut_high):+.2f} %")
print(f"Change for drag +20 %: {change(drag_more):+.2f} %")
print(f"Change for drag -20 %: {change(drag_less):+.2f} %")
print(f"Change with Robinson fit: {change(fit_damage):+.2f} %")
print(f"Rough mean excitation energy: {mean_excitation:.0f} eV")
print(f"Proton electronic stopping, Bethe: {bethe:.1f} eV/nm")
print(f"Layer: {layer/1000:.1f} um; energy loss: {bethe*layer/1000:.1f} keV")
print(f"NIEL change at mid-layer: {change(slowed):+.2f} %")
print(f"Relativistic change of K: {100*relativistic:+.2f} %")
print(f"Rough nuclear contact distance: {contact_fm:.1f} fm")
print(f"Rough channelling angle, 0.32 nm row: {channel:.2f} degrees")
print(f"Thermal energy 1.5 kT at {temperature:.0f} K: {thermal:.3f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Proton energy: 2.0 MeV
Zr atomic mass: 91.224 u; density: 6.5 g/cm^3
Atomic density: 42.91 nm^-3
Displacement threshold: 40 eV; cascade cutoff: 10 eV
Largest recoil energy: 86.42 keV
Coulomb coefficient K: 5.7542e-05 eV nm^2
Head-on distance: 29.1 fm
Impact parameter at threshold: 0.677 pm
Mean recoil energy above threshold: 307.3 eV
Reduced drag coefficient k: 0.1638
Q at 100 eV: 0.9519; Robinson fit: 0.8803
Q at 1000 eV: 0.8984; Robinson fit: 0.8331
Q at 10000 eV: 0.8257; Robinson fit: 0.7694
Q at 86415 eV: 0.7267; Robinson fit: 0.6815
Log energy range ln(Tmax/Td): 7.6780
Energy-weighted mean Q: 0.8707
Recoil energy transfer: 0.01896 eV/nm
Ionization by recoils: 0.00245 eV/nm
NIEL per atom: 3.8467e-04 eV nm^2
NIEL: 0.01651 eV/nm
NIEL, mass form: 25.39 keV cm^2/g
Fluence: 1.0e+18 cm^-2
Damage energy: 3.847 eV/atom
Largest Coulomb-law error: 2.9e-11
Impact-integral difference: 0.0000 %
Monte Carlo primary recoils: 40000
Monte Carlo NIEL: 0.01650 eV/nm
Monte Carlo recoil ionization: 0.00246 eV/nm
Change if Q is taken at mean recoil: +6.56 %
Change from screening: -0.70 %
Subthreshold transfer / NIEL: 78.6 %
Change for threshold 30 eV: +4.18 %
Change for threshold 50 eV: -3.23 %
Change for cascade cutoff 2 eV: -1.77 %
Change for cascade cutoff 30 eV: +1.58 %
Change for drag +20 %: -2.50 %
Change for drag -20 %: +2.64 %
Change with Robinson fit: -7.11 %
Rough mean excitation energy: 400 eV
Proton electronic stopping, Bethe: 49.0 eV/nm
Layer: 1.0 um; energy loss: 49.0 keV
NIEL change at mid-layer: +1.11 %
Relativistic change of K: +0.32 %
Rough nuclear contact distance: 6.6 fm
Rough channelling angle, 0.32 nm row: 0.77 degrees
Thermal energy 1.5 kT at 600 K: 0.078 eV
ALL CHECKS PASSED
```
